\section*{In-plane Zeeman splitting of a pure heavy-hole doublet}

\section*{The first-order problem}

\noindent\textbf{Q.} A heavy hole in a quantum well has a magnetic moment and a twofold degenerate ground level. If I put the field in the plane of the well, I expect the level to split in proportion to the field, as it does for an electron. Why should it not?

\noindent\textbf{A.} The answer depends on which components of the moment act inside that level, so the model has to be fixed first. Let $z$ be the growth axis, count hole energy upward, and set the in-plane wavevector to zero. The top of the valence band supplies four states $|m\rangle$ with $J=3/2$ and $m=\pm3/2,\pm1/2$. Confinement and biaxial strain separate them by $\Delta>0$. With dimensionless $\mathbf J$ and only the isotropic coupling to the field,
\begin{equation}
H=H_0+H_Z,\qquad H_0=\frac{\Delta}{2}\left(\frac94-J_z^2\right),\qquad H_Z=2\kappa\mu_B\,\mathbf B\cdot\mathbf J .
\label{model}
\end{equation}
For $m=\pm3/2$ the bracket is zero. For $m=\pm1/2$ it is $9/4-1/4=2$. The heavy-hole (HH) doublet therefore lies at $0$ and the light-hole (LH) doublet at $\Delta$. ``Pure'' means that at $B=0$ the lower doublet contains $m=\pm3/2$ and no LH part. I take $\kappa,B>0$ and write $b=2\kappa\mu_BB$.

To first order in $B$, the levels that grow out of a degenerate doublet are the eigenvalues of $H_Z$ restricted to it. We need the matrix of $J_x$ and $J_y$ between the two HH states. From
\begin{equation}
J_\pm|m\rangle=\sqrt{\tfrac{15}{4}-m(m\pm1)}\;|m\pm1\rangle,\qquad
J_x=\frac{J_++J_-}{2},\quad J_y=\frac{J_+-J_-}{2i},
\end{equation}
the non-zero elements of $J_x$ are, up to transposition,
\begin{equation}
\langle\tfrac32|J_x|\tfrac12\rangle=\langle-\tfrac12|J_x|-\tfrac32\rangle=\frac{\sqrt3}{2},\qquad
\langle\tfrac12|J_x|-\tfrac12\rangle=1 .
\label{elements}
\end{equation}
Both $J_x$ and $J_y$ change $m$ by one unit. The HH states differ by three units, so the off-diagonal elements vanish, and the diagonal ones vanish because $m$ would have to stay the same. With $P$ the projector on the HH doublet,
\begin{equation}
PJ_xP=0,\qquad PJ_yP=0,\qquad PJ_zP=\tfrac32\sigma_z ,
\label{projection}
\end{equation}
where $\sigma_z=\pm1$ for $m=\pm3/2$. The first-order matrix for an in-plane field is the zero matrix, and there is no linear splitting.

\noindent\textbf{Q.} Any two-level system can be described by a spin one-half. Can I not rotate that spin into the plane and let the field act on it?

\noindent\textbf{A.} You can form any superposition $\alpha|3/2\rangle+\beta'|-3/2\rangle$, and it is represented by a direction of a pseudospin. That direction is not, in general, the direction of the magnetic moment. By \eqref{projection}, $\langle J_x\rangle=\langle J_y\rangle=0$ in every such state, while $\langle J_z\rangle=\tfrac32(|\alpha|^2-|\beta'|^2)$. A pseudospin lying in the plane has no moment in the plane for the field to act on.

\noindent\textbf{Q.} You gave the orbital and spin parts of the moment a common factor $\kappa$. Does the cancellation depend on that?

\noindent\textbf{A.} There is no cancellation between them. The HH states are products of an orbital $l=1$ state and a spin state:
\begin{equation}
|\tfrac32\rangle=|m_l=1\rangle|\!\uparrow\rangle,\qquad |-\tfrac32\rangle=|m_l=-1\rangle|\!\downarrow\rangle .
\end{equation}
Hence
\begin{align}
\langle\tfrac32|L_x|-\tfrac32\rangle&=\langle1|L_x|-1\rangle\,\langle\uparrow|\downarrow\rangle=0,\\
\langle\tfrac32|S_x|-\tfrac32\rangle&=\langle1|-1\rangle\,\langle\uparrow|S_x|\downarrow\rangle=0 .
\end{align}
The diagonal elements vanish because $L_x$ changes $m_l$ and $S_x$ flips the spin. The same holds for $y$. Any coupling $B_x(aL_x+cS_x)+B_y(aL_y+cS_y)$ thus has a vanishing first-order matrix, whatever $a$ and $c$ are.

\noindent\textbf{Q.} Then perhaps an in-plane field splits nothing at first order, and the heavy hole is not special.

\noindent\textbf{A.} The light holes show the difference. Their states differ by one unit of $m$, and \eqref{elements} gives the matrix $b\sigma_x$ in the LH doublet, with eigenvalues $\pm b$ and a linear splitting $2b$. The heavy hole also splits linearly if the field has a normal component. For a tilt $\delta$ out of the plane, \eqref{projection} gives the matrix $\tfrac32b\sin\delta\,\sigma_z$ and
\begin{equation}
\delta E_{\rm tilt}=3b|\sin\delta| .
\label{tilt}
\end{equation}
For a field along $z$ this is $3b=6\kappa\mu_BB$.

\section*{Beyond first order}

\noindent\textbf{Q.} A zero at first order says little about a finite field. The field mixes heavy and light holes, and the mixture can have an in-plane moment. What is the splitting then?

\noindent\textbf{A.} The four-level problem can be solved in closed form. A rotation about $z$ leaves $H_0$ unchanged and turns any in-plane field into one along $x$, so the levels do not depend on the in-plane direction. For $\mathbf B\parallel x$ define
\begin{equation}
|H_\pm\rangle=\frac{|\frac32\rangle\pm|-\frac32\rangle}{\sqrt2},\qquad
|L_\pm\rangle=\frac{|\frac12\rangle\pm|-\frac12\rangle}{\sqrt2}.
\end{equation}
Applying \eqref{elements} term by term,
\begin{align}
J_x|H_\pm\rangle&=\frac{\sqrt3}{2}\,\frac{|\frac12\rangle\pm|-\frac12\rangle}{\sqrt2}=\frac{\sqrt3}{2}|L_\pm\rangle,\\
J_x|L_\pm\rangle&=\frac{\sqrt3}{2}|H_\pm\rangle+\frac{|-\frac12\rangle\pm|\frac12\rangle}{\sqrt2}
=\frac{\sqrt3}{2}|H_\pm\rangle\pm|L_\pm\rangle .
\end{align}
The upper and lower signs never mix. Each gives a two-by-two block in the order $H_\pm,L_\pm$:
\begin{equation}
\begin{pmatrix}0&\frac{\sqrt3}{2}b\\[2pt]\frac{\sqrt3}{2}b&\Delta\pm b\end{pmatrix},
\qquad E^2-(\Delta\pm b)E-\frac34b^2=0 .
\end{equation}
The lower root of each block is the level that starts as a heavy hole:
\begin{equation}
E_\pm=\frac12\left[\Delta\pm b-\sqrt{(\Delta\pm b)^2+3b^2}\right].
\label{roots}
\end{equation}

\noindent\textbf{Q.} I see a $\pm b$ in front. That looks linear.

\noindent\textbf{A.} The square root removes it when $b\ll\Delta$. Put $D=\Delta\pm b$ and expand in $b/D$:
\begin{equation}
\sqrt{D^2+3b^2}=D+\frac{3b^2}{2D}-\frac{9b^4}{8D^3}+\dots,\qquad
E_\pm=-\frac{3b^2}{4D}+\frac{9b^4}{16D^3}-\dots
\end{equation}
The leading shift, common to both levels, is $-3b^2/(4\Delta)$. In the difference, the first term gives
\begin{equation}
-\frac{3b^2}{4}\left(\frac1{\Delta+b}-\frac1{\Delta-b}\right)
=\frac{3b^3}{2(\Delta^2-b^2)}
=\frac{3b^3}{2\Delta^2}+\frac{3b^5}{2\Delta^4}+\dots
\end{equation}
In the second term, $(\Delta+b)^{-3}-(\Delta-b)^{-3}=-6b/\Delta^4+\dots$, so it contributes $-27b^5/(8\Delta^4)$. Since $3/2-27/8=-15/8$,
\begin{equation}
E_+-E_-=\frac{3b^3}{2\Delta^2}-\frac{15b^5}{8\Delta^4}+\dots
\label{cubic}
\end{equation}
The slope at $B=0$ is zero, and the splitting starts with the cube of the field.

The cube has a direct reading. To connect $m=3/2$ to $m=-3/2$ the field must act three times, passing through both LH states. The three elements $\frac{\sqrt3}{2}b$, $b$, $\frac{\sqrt3}{2}b$ and two energy denominators $\Delta$ give an effective coupling $3b^3/(4\Delta^2)$. The splitting is twice that coupling.

\noindent\textbf{Q.} What if the light holes are close?

\noindent\textbf{A.} Then the expansion fails. At $\Delta=0$, \eqref{roots} gives $E_+=(b-2b)/2=-b/2$ and $E_-=(-b-2b)/2=-3b/2$. The two lowest levels are a distance $b$ apart, which is linear. The claim therefore needs an isolated doublet, $b\ll\Delta$, as well as a pure one.

\section*{Numbers for a germanium well}

\noindent\textbf{Q.} How small is the cubic remainder in practice?

\noindent\textbf{A.} Take rough typical values for a compressively strained germanium well: $\kappa=3.4$, $\Delta=70$ meV, and a field of 1 T. Germanium suits the question because its $\kappa$ is large. With $\mu_BB=57.88\ \mu$eV,
\begin{equation}
b=2(3.4)(57.88\ \mu\text{eV})=393.6\ \mu\text{eV},\qquad \frac b\Delta=0.00562 .
\end{equation}
In this four-level model a perpendicular field splits the doublet by $3b=1181\ \mu$eV, or about 1.2 meV; in a germanium well the orbital motion in the plane, left out here, lowers that value. The same field in the plane gives
\begin{equation}
\frac32\left(\frac b\Delta\right)^2b=1.5\,(0.005623)^2(393.6\ \mu\text{eV})=0.0187\ \mu\text{eV}.
\end{equation}
Diagonalizing \eqref{model} gives the same 0.0187 $\mu$eV. The value belongs to the four-level model: adding the split-off doublet, about 290 meV away in germanium, at the same $\Delta$ lowers it to about 0.011 $\mu$eV. The common shift, $-0.75(0.00562)(393.6)=-1.66\ \mu$eV, is much larger than the splitting but moves both levels together. At 0.1 K the thermal energy is 8.6 $\mu$eV, some 460 times the cubic splitting. The full set of values is in the numerical output.

\section*{What restores a linear term}

\noindent\textbf{Q.} A crystal is not symmetric under every rotation about $z$. Does the zero survive in a cubic crystal?

\noindent\textbf{A.} Not in general. A quarter turn multiplies $|m\rangle$ by $e^{-im\pi/2}$, and $e^{-3i\pi/2}=e^{+i\pi/2}$, so it cannot tell a change of $m$ by $3$ from a change by $-1$. With $x$, $y$ and $z$ along the cube axes, as from here on, the cubic coupling
\begin{equation}
H_q=2q\mu_B\left(B_xJ_x^3+B_yJ_y^3+B_zJ_z^3\right)
\end{equation}
makes use of this. One path of three steps joins the HH states, so
\begin{equation}
\langle\tfrac32|J_x^3|-\tfrac32\rangle=\frac{\sqrt3}{2}\cdot1\cdot\frac{\sqrt3}{2}=\frac34,\qquad
\langle\tfrac32|J_y^3|-\tfrac32\rangle=\frac{1}{i^3}\,\frac34=\frac{3i}{4}.
\end{equation}
The diagonal elements vanish, since three unit steps cannot return to the same $m$. For a field at angle $\phi$ to $x$ the coupling is $2q\mu_BB\cdot\frac34(\cos\phi+i\sin\phi)=\frac32q\mu_BB\,e^{i\phi}$. Its modulus does not depend on $\phi$, and the splitting is
\begin{equation}
\delta E_q=3|q|\mu_BB .
\end{equation}
With the rough value $q=0.07$ this is $0.21\times57.88=12.2\ \mu$eV at 1 T. It is small beside $3b$ but about 650 times the cubic remainder. This is why the original claim must say that the isotropic coupling alone is kept.

\noindent\textbf{Q.} And if the doublet is slightly impure?

\noindent\textbf{A.} Then the isotropic coupling itself can give a linear term. As an example, let an in-plane anisotropy add $\beta(J_x^2-J_y^2)$ with $\beta>0$. Inserting the ladder operators,
\begin{equation}
J_x^2-J_y^2=\tfrac12(J_+^2+J_-^2),\qquad
\tfrac12\langle\tfrac32|J_+^2|-\tfrac12\rangle=\tfrac12\cdot2\cdot\sqrt3=\sqrt3 ,
\end{equation}
and the element between $-3/2$ and $1/2$ is equal to it. Each HH state is coupled by $\sqrt3\beta$ to the LH state two units away. The lower states are
\begin{equation}
|\tilde H_\pm\rangle=\cos\theta\,|\pm\tfrac32\rangle-\sin\theta\,|\mp\tfrac12\rangle,\qquad
\tan2\theta=\frac{2\sqrt3\,\beta}{\Delta}.
\end{equation}
The angle follows from requiring no coupling to the orthogonal state $\sin\theta|\pm\frac32\rangle+\cos\theta|\mp\frac12\rangle$, which reads $\sqrt3\beta\cos2\theta-\frac{\Delta}{2}\sin2\theta=0$. For a field along $x$ the diagonal elements of $J_x$ are still zero, but
\begin{equation}
\langle\tilde H_+|J_x|\tilde H_-\rangle=-2\sin\theta\cos\theta\,\frac{\sqrt3}{2}+\sin^2\theta .
\end{equation}
To first order in the field the splitting is twice the modulus of this, times $b$:
\begin{equation}
\delta E_{\rm mix}=2b\,\bigl|\sin\theta\,(\sqrt3\cos\theta-\sin\theta)\bigr| .
\end{equation}
The LH weight is $w=\sin^2\theta$. For $w=0.01$, $\sin\theta=0.1$ and $\cos\theta=0.995$, so
\begin{equation}
\delta E_{\rm mix}=787.2\ \mu\text{eV}\times0.1\,(1.723-0.1)=128\ \mu\text{eV}.
\end{equation}
One per cent of weight yields a tenth of the perpendicular splitting because the effect follows the amplitude $\sqrt w$. This mixture requires $\beta=4.1$ meV.

For small $w$, $\delta E_{\rm mix}\simeq2\sqrt3\,b\sqrt w=4\sqrt3\,\kappa\mu_BB\sqrt w$. Setting it equal to $3|q|\mu_BB$ gives $\sqrt w=\sqrt3|q|/(4\kappa)$, or
\begin{equation}
w=\frac{3q^2}{16\kappa^2}=\frac{3(0.07)^2}{16(3.4)^2}=7.9\times10^{-5}.
\end{equation}
In this model, less than one part in ten thousand of LH weight matches the cubic coupling.

\section*{Orbital motion and real wells}

\noindent\textbf{Q.} An in-plane field also bends the motion along $z$. You have left that out.

\noindent\textbf{A.} It can be included with the four-band Luttinger Hamiltonian in a hard-wall well,
\begin{align}
H_W={}&\frac{\hbar^2}{2m_0}\Bigl[\bigl(\gamma_1+\tfrac52\gamma_2\bigr)k^2-2\gamma_2\sum_ik_i^2J_i^2
-4\gamma_3\sum_{i<j}\{k_i,k_j\}\{J_i,J_j\}\Bigr]\nonumber\\
&+\frac{\Delta_s}{2}\left(\frac94-J_z^2\right)+2\kappa\mu_BBJ_x ,
\end{align}
where $\{A,C\}=(AC+CA)/2$, $\mathbf k=-i\nabla+e\mathbf A/\hbar$ and $\mathbf A=(0,-Bz,0)$, with $z=0$ at the centre. I use rough values $\gamma_1=13.4$, $\gamma_2=4.2$, $\gamma_3=5.7$, a width of 15 nm and $q=0$. Along $z$ the inverse masses are $\gamma_1\mp2\gamma_2$ for HH and LH, so confinement supplies $4\gamma_2(\hbar^2/2m_0)(\pi/15\,\text{nm})^2=28$ meV of $\Delta$. The strain term $\Delta_s=42$ meV supplies the rest.

At zero in-plane wavevector the orbital term linear in $B$ comes from $\{k_y,k_z\}\{J_y,J_z\}$. It changes $m$ by one unit, as $J_x$ does, while the zero-field problem is diagonal in $m$. The first-order matrix in the HH doublet remains zero. The computed splitting at 1 T is 0.0140 $\mu$eV, a quarter below the value without orbital terms, and between 1 and 2 T it grows with the power 2.99 of the field.

\noindent\textbf{Q.} But the holes in a populated well are not all at zero wavevector.

\noindent\textbf{A.} There the premise of purity breaks down. For motion along $x$, the term $-2\gamma_2k_x^2J_x^2$ contains
\begin{equation}
J_x^2=\tfrac12(J_x^2+J_y^2)+\tfrac12(J_x^2-J_y^2),
\end{equation}
and the second part mixes HH and LH states as above, with a strength proportional to $k_x^2$. This is not the larger effect. At the wavevector used below it gives about 35 $\mu$eV on its own. The orbital term of the field in the in-plane part of $H_W$, acting together with the coupling of the in-plane wavevector to $k_z$ through higher subbands, adds roughly 55 to 60 $\mu$eV of the opposite sign, and the computed splitting is what remains. At a density $p=10^{11}$ cm$^{-2}$, filling both HH branches gives the estimate $k_F=\sqrt{2\pi p}=0.079$ nm$^{-1}$. At this wavevector and 1 T, $H_W$ gives splittings of 25 $\mu$eV for motion along the field and 22 $\mu$eV across it. For both directions, doubling the field from 0.1 to 0.2 T doubles the splitting to within 1\%, so the term is linear. For this field, along a cube axis, it is about twice the $q$ splitting. It depends strongly on direction: with the field along $[110]$ the values are 4 $\mu$eV along the field and 29 $\mu$eV across it. It also interferes with the $q$ term: adding $H_q$ with $q=0.07$ and the field along $x$ gives 12 and 33 $\mu$eV.

\noindent\textbf{Q.} What should I then expect of a real germanium well?

\noindent\textbf{A.} The parameters here are of the size met in strained germanium wells, but each is rough, and hard walls are an idealization. The assumption that real devices break most plainly is purity: holes move in the plane, and electrostatic confinement or uneven strain can lower the symmetry. Within the model, motion at $k_F$ alone raises the in-plane splitting at 1 T from 0.014 $\mu$eV to 25 $\mu$eV for motion along the field and 22 $\mu$eV for motion across it when the field lies along a cube axis, and to 4 and 29 $\mu$eV when it lies along $[110]$. The Fermi energy, estimated without subband mixing as $(\hbar^2/2m_0)(\gamma_1+\gamma_2)k_F^2=4.2$ meV, or 3.5 meV from $H_W$ itself, is well below the second HH subband, 25 meV up, and the first LH subband, 70 meV up, so both stay empty at 0.1 K. Barrier penetration, well asymmetry, interface mixing and the split-off band are not included in $H_W$, and I have not sized their effect on the well.

Alignment matters as well. By \eqref{tilt}, which leaves out orbital motion, a tilt alone matches the $q$ splitting when $6\kappa|\sin\delta|=3|q|$, so $\sin\delta=0.07/6.8=0.0103$ and $\delta=0.59^\circ$. Orbital motion lowers the perpendicular splitting: with the field along $z$, $H_W$ gives about $14.8\,\mu_BB$ in place of $6\kappa\mu_BB=20.4\,\mu_BB$, so the matching tilt in this well is nearer $0.8^\circ$. For these values of $\kappa$ and $q$, a measurement meant to isolate the $q$ term needs the field in the plane to much better than half a degree, and, if the mixing has the form treated here, a very pure doublet: for a field along $x$ or $y$, an LH weight of $10^{-6}$ already changes the $q$ splitting by about a tenth.

\section*{Numbers as computed}
\begin{verbatim}
Inputs (rough, strained-Ge-well regime)
kappa: 3.4
q: 0.07
HH-LH separation Delta: 70 meV
Luttinger gamma1: 13.4
Luttinger gamma2: 4.2
Luttinger gamma3: 5.7
well width: 15 nm
field B: 1 T
hole density: 1e+11 cm^-2
temperature: 0.1 K
Isotropic coupling
mu_B B: 57.88 ueV
b = 2 kappa mu_B B: 393.6 ueV
b/Delta: 0.005623
HH splitting, B perpendicular to plane: 1181 ueV
HH splitting, B in plane, diagonalized: 0.01867 ueV
HH splitting, B in plane, cubic law: 0.01867 ueV
power of B in that splitting: 2.9998
common HH shift, B in plane: -1.66 ueV
perpendicular g factor 6 kappa: 20.4
Terms that restore a linear splitting, B in plane
splitting with q term: 12.18 ueV
in-plane g factor 3 q: 0.21
splitting at 1% LH weight, q=0: 127.8 ueV
mixing beta for 1% LH weight: 4.103 meV
LH weight matching the q term: 7.948e-05
field tilt matching the q term: 0.5898 degree
Neglected effects, hard-wall well, q=0
confinement part of Delta: 28.08 meV
strain part of Delta: 41.92 meV
splitting at k=0 with orbital field terms: 0.01399 ueV
power of B in that splitting: 2.9936
Fermi wavevector estimate: 0.07927 nm^-1
Fermi energy estimate: 4.213 meV
splitting at Fermi k along B: 25.19 ueV
splitting at Fermi k across B: 22.26 ueV
thermal energy: 8.617 ueV
\end{verbatim}
